**Same logarithmic derivatives, different hardness: two pseudizations of a model d orbital**

The program compares an all-electron orbital (AE) with a local norm-conserving pseudization (A) and with a second one (B), obtained from A by a rotation confined to the core radius rc. Here L(E) = u′(rc)/u(rc) is the logarithmic derivative of the radial orbital u, F0 is the Slater integral for the repulsion of two electrons in that orbital, and R is the relaxation energy after one of them is removed. The program asserts that L of B, computed from its explicit projectors, agrees with L of A, computed by outward integration, at 19 energies from 30 eV below to 60 eV above the reference level. It also asserts that the energy slope of L follows from the charge inside rc, that F0 of the AE orbital agrees with a direct double sum, and that the level responds to removed screening with slope −F0 in all three cases. The output shows F0 = 27.07 eV for AE and B but 25.07 eV for A. The level of the one-electron ion is in error by 2.32 eV for A and by 0.18 eV for B, relative to AE. The rotation angle of B was chosen to reproduce the AE value of F0, so that agreement is an input; the remaining error of B comes from R.

## Numerical verification

```python
"""
Equal logarithmic derivatives do not imply equal Slater integrals F0.

Model: two electrons in one d orbital u(r), each screened by the other.
AE: orbital of the original screened potential.
A: norm-conserving local pseudization inside the core radius rc.
B: A rotated by a unitary operator that acts only inside rc.
Claims: L(E)=u'(rc)/u(rc) is the same for A and B at every energy E,
but F0 = integral u(r)^2 V_H(r) dr and the level of the ion differ.
V_H is the Hartree potential of one electron; Q(r) is its charge inside r.
All internal quantities are in atomic units; output is in eV and angstrom.
"""
import numpy as np
from numpy.polynomial import Polynomial
from numpy.polynomial.legendre import (Legendre, legvander, legval,
                                       legder, legint)
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import brentq

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10

inner_charge = 20.0
screening_length = 0.28 / ANG
rc = 1.0 / ANG

# Gauss-Lobatto elements: nodes, weights, derivative and integration matrices
n = 16
top = Legendre.basis(n - 1)
x = np.concatenate(([-1.0], np.sort(top.deriv().roots().real), [1.0]))
wx = 2.0 / (n * (n - 1) * top(x)**2)
to_coeff = np.linalg.inv(legvander(x, n - 1))
derivative = legval(x, legder(to_coeff)).T
antiderivative = legval(x, legint(to_coeff, lbnd=-1)).T


def mesh(edges):
    size = (len(edges) - 1) * (n - 1) + 1
    r, w, stiffness = np.zeros(size), np.zeros(size), np.zeros((size, size))
    for k in range(len(edges) - 1):
        s = slice(k * (n - 1), k * (n - 1) + n)
        half = 0.5 * (edges[k + 1] - edges[k])
        r[s] = edges[k] + half * (x + 1)
        w[s] += half * wx
        stiffness[s, s] += derivative.T @ (wx[:, None] * derivative) / half
    return r, w, stiffness


inner_edges = rc * np.array([0, 0.25, 0.5, 0.75, 1.0])
edges = np.concatenate((inner_edges, [3.0, 4.5, 7.0, 11.0, 17.0, 26.0]))
r, w, stiffness = mesh(edges)
r_in, w_in, stiffness_in = mesh(inner_edges)
n_in = len(r_in)
i_rc = n_in - 1
r_safe = np.where(r > 0, r, 1.0)
inv_r = np.where(r > 0, 1.0 / r_safe, 0.0)
free = slice(1, -1)
root_w = np.sqrt(w[free])


def cumulative(f):
    out = np.zeros_like(f)
    for k in range(len(edges) - 1):
        i = k * (n - 1)
        half = 0.5 * (edges[k + 1] - edges[k])
        out[i:i + n] = out[i] + half * antiderivative @ f[i:i + n]
    return out


def hartree(u):
    outer = cumulative(u**2 * inv_r)
    return cumulative(u**2) * inv_r + outer[-1] - outer


def slater_f0(u):
    return np.sum(w * u**2 * hartree(u))


def hamiltonian(potential, nonlocal_part=None):
    h = 0.5 * stiffness[free, free] / np.outer(root_w, root_w)
    h = h + np.diag(potential[free] + 3.0 / r[free]**2)
    if nonlocal_part is not None:
        projectors, strengths = nonlocal_part
        p = projectors[free] * root_w[:, None]
        h = h + p @ strengths @ p.T
    return h


def lowest(h):
    value, vector = eigh(h, subset_by_index=[0, 0])
    u = np.zeros_like(r)
    u[free] = vector[:, 0] / root_w
    return value[0], u * np.sign(u[i_rc])


def log_derivative(potential, energy, nonlocal_part=None):
    """Boundary-value solution inside the sphere with given u'(rc)."""
    s = slice(1, n_in)
    local = potential[s] + 3.0 / r_in[s]**2 - energy
    a = 0.5 * stiffness_in[s, s] + np.diag(w_in[s] * local)
    if nonlocal_part is not None:
        projectors, strengths = nonlocal_part
        p = projectors[s] * w_in[s][:, None]
        a = a + p @ strengths @ p.T
    unit = np.zeros(n_in - 1)
    unit[-1] = 1.0
    return 2.0 / np.linalg.solve(a, unit)[-1]


def outward_log_derivative(potential_function, energy):
    """Independent route for a local potential: integrate from the origin."""
    start = 1e-3 * rc

    def rhs(radius, state):
        v = potential_function(radius) + 3.0 / radius**2 - energy
        return [state[1], 2.0 * v * state[0]]
    sol = solve_ivp(rhs, (start, rc), [1.0, 3.0 / start], method="DOP853",
                    rtol=1e-10, atol=1e-10)
    return sol.y[1, -1] / sol.y[0, -1]


def angle_distance(l1, l2):
    return abs(np.sin(np.arctan(l1) - np.arctan(l2)))


# Original orbital in the screened reference potential
def v_original(radius):
    cloud = (inner_charge - 1) * np.exp(-radius / screening_length)
    return -(1.0 + cloud) / radius


v_ae = v_original(r_safe)
eps, u_ae = lowest(hamiltonian(v_ae))
q_core = np.sum(w_in * u_ae[:n_in]**2)

# Pseudization A: r^3 exp(p(y)), y=(r/rc)^2-1
cloud_rc = (inner_charge - 1) * np.exp(-rc / screening_length)
slope_v = (1 + cloud_rc) / rc**2 + cloud_rc / (screening_length * rc)
l0 = log_derivative(v_ae, eps)
l1 = 2 * (v_original(rc) + 3 / rc**2 - eps) - l0**2
l2 = 2 * (slope_v - 6 / rc**3) - 2 * l0 * l1
d1, d2, d3 = l0 - 3 / rc, l1 + 3 / rc**2, l2 - 6 / rc**3
taylor = [np.log(u_ae[i_rc] / rc**3), d1 * rc / 2,
          (d2 * rc**2 - d1 * rc) / 8,
          (d1 * rc - d2 * rc**2) / 16 + d3 * rc**3 / 48]
y_in = (r_in / rc)**2 - 1


def norm_error(c):
    trial = r_in**3 * np.exp(Polynomial(taylor + [c])(y_in))
    return np.sum(w_in * trial**2) - q_core


quartic = brentq(norm_error, -20, 20, xtol=1e-13)
p0 = Polynomial(taylor + [quartic])
p1, p2 = p0.deriv(), p0.deriv(2)


def v_soft(radius):
    y = (radius / rc)**2 - 1
    first_over_r = 2 * p1(y) / rc**2
    second = 4 * radius**2 * p2(y) / rc**4 + first_over_r
    return eps + 0.5 * ((radius * first_over_r)**2
                        + 6 * first_over_r + second)


u_a = u_ae.copy()
u_a[:n_in] = r_in**3 * np.exp(p0(y_in))
v_a = v_ae.copy()
v_a[:n_in] = v_soft(r_in)
step = 1e-4
slope_soft = (v_soft(rc + step) - v_soft(rc - step)) / (2 * step)
assert abs(v_soft(rc) - v_original(rc)) < 1e-6
assert abs(slope_soft - slope_v) < 1e-4

# Pseudization B: two smooth functions g=q(y)*u_A span the rotation plane
s_poly = Polynomial([0.0, -1.0])
core_u = u_a[:n_in]
weight = w_in * (s_poly(y_in)**3 * core_u)**2
s_mean = np.sum(weight * s_poly(y_in)) / np.sum(weight)
plane, h_plane = np.zeros((len(r), 2)), np.zeros((len(r), 2))
for k, q in enumerate([s_poly**3, s_poly**3 * (s_poly - s_mean)]):
    q = q / np.sqrt(np.sum(w_in * (q(y_in) * core_u)**2))
    q1, q2 = q.deriv()(y_in), q.deriv(2)(y_in)
    q_rr = 4 * r_in**2 * q2 / rc**4 + 2 * q1 / rc**2
    cross = 12 * q1 / rc**2 + 8 * r_in**2 * q1 * p1(y_in) / rc**4
    plane[:n_in, k] = q(y_in) * core_u
    h_plane[:n_in, k] = eps * plane[:n_in, k] - 0.5 * core_u * (q_rr + cross)


def rotation(theta):
    c, s = np.cos(theta), np.sin(theta)
    return np.array([[c - 1, -s], [s, c - 1]])


def rotated(theta):
    return u_a + plane @ rotation(theta) @ (plane.T @ (w * u_a))


f0_ae, f0_a = slater_f0(u_ae), slater_f0(u_a)
theta_b = brentq(lambda t: slater_f0(rotated(t)) - f0_ae, -0.5, 0.5,
                 xtol=1e-13)
u_b = rotated(theta_b)
m = rotation(theta_b)
k_plane = plane.T @ (w[:, None] * h_plane)
assert abs(k_plane[0, 1] - k_plane[1, 0]) < 1e-7
k_plane = 0.5 * (k_plane + k_plane.T)
strengths = np.block([[m @ k_plane @ m.T, m], [m.T, np.zeros((2, 2))]])
nonlocal_b = (np.hstack((plane, h_plane)), strengths)

names = ["AE", "A", "B"]
orbitals = [u_ae, u_a, u_b]
potentials = [v_ae, v_a, v_a]
nonlocals = [None, None, nonlocal_b]
charges = [cumulative(u**2) for u in orbitals]
f0 = [slater_f0(u) for u in orbitals]

# Both pseudo-Hamiltonians have the intended ground orbital
for u, v, nl in zip(orbitals[1:], potentials[1:], nonlocals[1:]):
    value, vector = lowest(hamiltonian(v, nl))
    assert abs(value - eps) < 1e-6
    assert abs(abs(np.sum(w * vector * u)) - 1) < 1e-7

# Scattering of B from its projectors against outward integration of A
energies = eps + np.linspace(-30, 60, 19) / EV
scan = [angle_distance(log_derivative(v_a, e, nonlocal_b),
                       outward_log_derivative(v_soft, e)) for e in energies]
assert max(scan) < 1e-6
for shift in (-5, 0, 5):
    e = eps + shift / EV
    assert angle_distance(log_derivative(v_ae, e),
                          outward_log_derivative(v_original, e)) < 1e-6

# Energy slope of L is fixed by the norm inside the sphere
de = 1e-4
energy_slopes = []
for u, v, nl, charge in zip(orbitals, potentials, nonlocals, charges):
    numeric = (log_derivative(v, eps + de, nl)
               - log_derivative(v, eps - de, nl)) / (2 * de)
    formula = -2 * charge[i_rc] / u[i_rc]**2
    assert abs(numeric / formula - 1) < 3e-4
    energy_slopes.append(numeric)

# F0 from a direct double sum and from the enclosed charge
dr = 0.01
mid = (np.arange(2000) + 0.5) * dr
density = CubicSpline(r, u_ae)(mid)**2
double_sum = dr**2 * density @ (density / np.maximum.outer(mid, mid)).sum(1) \
    if False else dr**2 * density @ (1 / np.maximum.outer(mid, mid)) @ density
assert abs(double_sum - f0_ae) < 3e-4
inside = []
for charge, value in zip(charges, f0):
    running = cumulative((charge * inv_r)**2)
    assert abs(running[-1] + charge[-1]**2 / r[-1] - value) < 1e-6
    inside.append(running[i_rc])
assert abs((f0_a - f0_ae) - (inside[1] - inside[0])) < 1e-6
outside_difference = np.max(np.abs((hartree(u_a) - hartree(u_ae))[i_rc:]))
assert outside_difference < 1e-7
assert abs(f0_a - f0_ae) * EV > 0.1

# Removing screening: first-order slope and the complete ion level
ion, relaxation, screening_slopes = [], [], []
lam = 1e-3
for u, v, nl, value in zip(orbitals, potentials, nonlocals, f0):
    vh = hartree(u)
    plus = lowest(hamiltonian(v - lam * vh, nl))[0]
    minus = lowest(hamiltonian(v + lam * vh, nl))[0]
    slope = (plus - minus) / (2 * lam)
    assert abs(slope + value) < 1e-5
    screening_slopes.append(slope)
    level = lowest(hamiltonian(v - vh, nl))[0]
    ion.append(level)
    relaxation.append(eps - value - level)
    assert relaxation[-1] > 0
assert abs(ion[1] - ion[2]) * EV > 0.05

print(f"Inner charge of model potential: {inner_charge:.0f} e")
print(f"Screening length a: {screening_length * ANG:.2f} angstrom")
print(f"Core radius rc: {rc * ANG:.2f} angstrom")
print(f"Reference level, all three: {eps * EV:.4f} eV")
print(f"Reference level, all three: {eps:.6f} hartree")
print(f"Quartic coefficient of p in A: {quartic:.5f} (no unit)")
print(f"Rotation angle of B: {theta_b:.5f} rad")
for fraction, k in zip((0.25, 0.5, 0.75, 1.0), range(1, 5)):
    qs = [c[k * (n - 1)] for c in charges]
    print(f"Charge inside {fraction * rc * ANG:.2f} angstrom, AE/A/B: "
          f"{qs[0]:.5f} / {qs[1]:.5f} / {qs[2]:.5f} e")
for shift in (-10, -5, 0, 5):
    e = eps + shift / EV
    ls = [log_derivative(v, e, nl) for v, nl in zip(potentials, nonlocals)]
    dl = (log_derivative(v_ae, e + de) - log_derivative(v_ae, e - de)) / (2*de)
    print(f"L at reference {shift:+d} eV, AE/A/B: {ls[0] / ANG:.5f} / "
          f"{ls[1] / ANG:.5f} / {ls[2] / ANG:.5f} 1/angstrom")
    print(f"  A-AE mismatch as energy, (L_AE-L_A)/(dL_AE/dE): "
          f"{1000 * EV * (ls[0] - ls[1]) / dl:.2f} meV")
print("dL/dE at reference, AE/A/B: " + " / ".join(
    f"{s / ANG / EV:.5f}" for s in energy_slopes) + " 1/(angstrom eV)")
print(f"Largest A-B scattering-angle difference, -30 to +60 eV: "
      f"{max(scan):.1e} rad")
for name, value, part, slope, rel, level in zip(
        names, f0, inside, screening_slopes, relaxation, ion):
    print(f"{name}: F0 = {value * EV:.4f} eV")
    print(f"{name}: part of F0 from r<rc in Q^2/r^2 = {part * EV:.4f} eV")
    print(f"{name}: level slope on removing screening = {slope * EV:.4f} eV")
    print(f"{name}: relaxation R = {rel * EV:.4f} eV")
    print(f"{name}: one-electron ion level = {level * EV:.4f} eV")
    print(f"{name}: I1 = {(-eps - rel) * EV:.4f} eV, "
          f"I2 = {-level * EV:.4f} eV")
print(f"F0 error of A: {(f0_a - f0_ae) * EV:.4f} eV")
print(f"F0 error of A: {f0_a - f0_ae:.6f} hartree")
print(f"Ion-level error of A: {(ion[1] - ion[0]) * EV:.4f} eV")
print(f"Ion-level error of B: {(ion[2] - ion[0]) * EV:.4f} eV")
print(f"Ion-level difference A-B: {(ion[1] - ion[2]) * EV:.4f} eV")
print("checks complete")
```

Printed output:

```
Inner charge of model potential: 20 e
Screening length a: 0.28 angstrom
Core radius rc: 1.00 angstrom
Reference level, all three: -17.6167 eV
Reference level, all three: -0.647400 hartree
Quartic coefficient of p in A: 1.42487 (no unit)
Rotation angle of B: 0.14089 rad
Charge inside 0.25 angstrom, AE/A/B: 0.13564 / 0.04864 / 0.08526 e
Charge inside 0.50 angstrom, AE/A/B: 0.60501 / 0.54795 / 0.63403 e
Charge inside 0.75 angstrom, AE/A/B: 0.86108 / 0.85935 / 0.86710 e
Charge inside 1.00 angstrom, AE/A/B: 0.95271 / 0.95271 / 0.95271 e
L at reference -10 eV, AE/A/B: 1.76847 / 1.88726 / 1.88726 1/angstrom
  A-AE mismatch as energy, (L_AE-L_A)/(dL_AE/dE): 835.01 meV
L at reference -5 eV, AE/A/B: 0.76401 / 0.83840 / 0.83840 1/angstrom
  A-AE mismatch as energy, (L_AE-L_A)/(dL_AE/dE): 255.83 meV
L at reference +0 eV, AE/A/B: -2.18018 / -2.18018 / -2.18018 1/angstrom
  A-AE mismatch as energy, (L_AE-L_A)/(dL_AE/dE): -0.00 meV
L at reference +5 eV, AE/A/B: 33.51336 / 56.36856 / 56.36856 1/angstrom
  A-AE mismatch as energy, (L_AE-L_A)/(dL_AE/dE): 530.46 meV
dL/dE at reference, AE/A/B: -1.23388 / -1.23388 / -1.23388 1/(angstrom eV)
Largest A-B scattering-angle difference, -30 to +60 eV: 4.7e-10 rad
AE: F0 = 27.0695 eV
AE: part of F0 from r<rc in Q^2/r^2 = 12.8951 eV
AE: level slope on removing screening = -27.0695 eV
AE: relaxation R = 0.7764 eV
AE: one-electron ion level = -45.4625 eV
AE: I1 = 16.8403 eV, I2 = 45.4625 eV
A: F0 = 25.0679 eV
A: part of F0 from r<rc in Q^2/r^2 = 10.8936 eV
A: level slope on removing screening = -25.0679 eV
A: relaxation R = 0.4550 eV
A: one-electron ion level = -43.1396 eV
A: I1 = 17.1617 eV, I2 = 43.1396 eV
B: F0 = 27.0695 eV
B: part of F0 from r<rc in Q^2/r^2 = 12.8951 eV
B: level slope on removing screening = -27.0695 eV
B: relaxation R = 0.5993 eV
B: one-electron ion level = -45.2855 eV
B: I1 = 17.0173 eV, I2 = 45.2855 eV
F0 error of A: -2.0015 eV
F0 error of A: -0.073555 hartree
Ion-level error of A: 2.3229 eV
Ion-level error of B: 0.1770 eV
Ion-level difference A-B: 2.1459 eV
checks complete
```
